# Precursor uptake and filling time for deep holes on a wafer

## The question

A 300 mm silicon wafer lies in a reactor for atomic layer deposition. Its face carries trillions of narrow, deep holes, and every wall must receive the same film. The reactor admits a vapour, the precursor, whose molecules bind to surface sites until none is free. This half of the deposition cycle then stops by itself. How much precursor does the wafer bind in one saturated dose, and how long must the dose last?

Two large numbers govern the answers. One is the area enhancement $E$, the true surface divided by the flat area. The other is the aspect ratio $a=L/d$ of a hole of depth $L$ and diameter $d$. For large $a$ the amount grows as $a$ and the exposure as $a^2$. Each has a first correction with a plain physical origin.

## The amount

Let $R$ be the wafer radius, $s$ the number of molecules bound per unit true area at saturation, and $N_A$ the Avogadro constant. We assume that one face is patterned from edge to edge, that $s$ is the same on walls, floors and tops, and that every site is filled. The true area is $E\pi R^2$, so the bound amount in moles is

$$n=\frac{sE\pi R^2}{N_A}.$$

For $R=150$ mm the flat area is $\pi R^2=706.9$ cm$^2=7.069\times10^{16}$ nm$^2$. With $E=100$ and $s=4$ nm$^{-2}$,

$$n=\frac{4\times100\times7.069\times10^{16}}{6.022\times10^{23}}\ \text{mol}=47\ \mu\text{mol}.$$

This is $2.8\times10^{19}$ molecules on 7.07 m$^2$ of surface. A flat wafer would bind 0.47 $\mu$mol.

"Consumed" here means bound on the patterned face. Vapour that is pumped away unused, or that binds elsewhere, must be supplied in addition.

### Where the enhancement comes from

Let the holes be closed cylinders on a triangular lattice of pitch $p$. Each hole belongs to a rhombus with sides $p$ meeting at $60^\circ$, so the cell area is $c=p^2\sin60^\circ=(\sqrt3/2)p^2$. The mouth removes an area $\pi d^2/4$ from the top, and the floor gives the same area back. The wall adds $\pi dL$. Therefore

$$E=\frac{c+\pi dL}{c}=1+\frac{\pi dL}{c}=1+4\phi a,\qquad \phi=\frac{\pi d^2}{4c},$$

where $\phi$ is the open fraction of the face. The last form follows from $4\phi a=(\pi d^2/c)(L/d)$.

For deep holes the leading term is $4\phi a$, the walls. The first correction is the 1, from tops and floors together. The expression ends there, so for this geometry nothing further is dropped. At $E=100$ the correction is 1% of the total. In the shallow limit $a\to0$ it is all that remains.

Take $d=100$ nm and $p=140$ nm. Then $c=1.697\times10^4$ nm$^2$, and $E=100$ requires

$$L=\frac{99\,c}{\pi d}=5349\ \text{nm},\qquad a=53.5.$$

There are $4.16\times10^{12}$ such holes on the wafer.

## Why the gas must keep flowing in

One hole has a surface $\pi dL+\pi d^2/4$, which binds $6.75\times10^6$ molecules at 4 per nm$^2$. Let the precursor have partial pressure $P=0.1$ Torr and temperature $T=500$ K. The ideal-gas density $P/kT$, with $k$ the Boltzmann constant, times the hole volume $\pi d^2L/4$, gives 81 molecules. The hole therefore cannot be coated from the gas it holds. Because the stored gas is so small a part of the uptake, we may treat the flow at each moment as steady while the coating advances.

We must also know how molecules move inside. In a gas of molecules of collision diameter $D$ at total pressure $P_{\rm tot}$, the mean free path is $kT/(\sqrt2\,\pi D^2P_{\rm tot})$. With $D=0.6$ nm and $P_{\rm tot}=1$ Torr it is 32 $\mu$m, over 300 times the hole diameter. This formula is for molecules of equal mass. A lighter carrier gas shortens the path of a heavy precursor, for 100 g/mol in nitrogen to about 21 $\mu$m at the same $D$, which is still far more than the hole diameter. Molecules fly from wall to wall and seldom meet each other.

## Supply at the mouth

Let $m$ be the molecular mass and $v$ the velocity component towards the wafer. The Maxwell distribution gives the number of impacts per area and time:

$$J=\frac{P}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv
=\frac{P}{kT}\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac{P}{\sqrt{2\pi mkT}}.$$

The integral of $v\,e^{-mv^2/2kT}$ is $kT/m$, which gives the middle step.

## Transport down a long hole

Suppose that a molecule binds at its first impact on a vacant site, and that a filled wall binds nothing but re-emits what strikes it. The coating then advances as a front at depth $z$, with filled wall above and vacant wall below.

Let $I(z')$ be the impact rate per area on the filled wall at depth $z'$. In steady flow the wall re-emits at the same rate. We assume the cosine law: the rate per area and solid angle is $(I/\pi)\cos\theta_w$, with $\theta_w$ measured from the wall normal. The factor $1/\pi$ makes the total equal to $I$, since $\int\cos\theta_w\,d\Omega=\pi$ over a hemisphere.

Consider an imaginary cross-section of the hole. A wall patch $dA_w$ at distance $\ell$ sends through a patch $dA$ of the section the rate

$$\frac{I}{\pi}\,\frac{\cos\theta_w\,dA_w\,\cos\theta\,dA}{\ell^2}=\frac{I}{\pi}\cos\theta\,d\Omega\,dA ,$$

because $\cos\theta_w\,dA_w/\ell^2$ is the solid angle $d\Omega$ of the wall patch seen from $dA$. Here $\theta$ is measured from the hole axis.

Let $\rho$ be the distance from $dA$ to the wall, measured in the plane of the section along the azimuth $\varphi$. The molecule started an axial distance $\rho\cot\theta$ away. Molecules from above minus those from below give the net downward flow

$$F=\int dA\int d\varphi\int_0^{\pi/2}\frac{\cos\theta\sin\theta}{\pi}\,\bigl[I(z'-\rho\cot\theta)-I(z'+\rho\cot\theta)\bigr]d\theta .$$

Far from the ends $I$ is linear in depth: arrivals from equal distances above and below then average to the local value, as steady flow requires at every wall patch. The bracket is therefore $-2I'\rho\cot\theta$. Since $\cos\theta\sin\theta\cot\theta=\cos^2\theta$, whose integral is $\pi/4$,

$$F=-\frac{I'}{2}\int dA\int d\varphi\;\rho .$$

For a fixed azimuth, divide the circle into parallel chords. A chord at distance $y$ from the centre has length $2\sqrt{r^2-y^2}$, with $r=d/2$. Integrating $\rho$ along it gives half the length squared, $2(r^2-y^2)$. Integrating over $y$ from $-r$ to $r$ gives $8r^3/3$, and the azimuth contributes $2\pi$. Thus

$$F=-\frac{I'}{2}\,\frac{16\pi r^3}{3}=-\frac{\pi d^3}{3}\,I'.$$

In a long hole $I$ falls from about $J$ at the mouth to about zero at the front, so $I'=-J/z$. The fraction of entering molecules that reach the front is

$$W=\frac{F}{(\pi d^2/4)J}\simeq\frac{4d}{3z}\qquad(z\gg d).$$

At the other end, $z\to0$, every entering molecule meets vacant wall and $W=1$. Adding the two resistances $1/W$ in series gives

$$\frac1W=1+\frac{3z}{4d}.$$

This is an interpolation. The term $3z/4d$ is derived for long holes, but the 1 comes from the shallow limit and not from an expansion at large $z$. In an exact treatment this end resistance is not constant but grows slowly with depth: it is about 1.3 at two diameters and 1.65 at ten. The first correction to the exposure inherits that status, and its strictly linear form belongs to the interpolation.

## The exposure and its first correction

In time $dt$ the front advances by $dz$ and fills $s\pi d\,dz$ sites:

$$\frac{\pi d^2}{4}\,J\,W\,dt=s\pi d\,dz .$$

Define the dimensionless dose $\tau=Jt/s$, the number of impacts at the mouth per site of equal area. Dividing by $s\pi d^2W/4$,

$$d\tau=\frac4d\left(1+\frac{3z}{4d}\right)dz .$$

Integration from $0$ to $L$ gives $4a+\tfrac32a^2$ for the wall. The floor has $s\pi d^2/4$ sites, fed through the full depth, and costs a further $1/W(L)=1+\tfrac34a$. The sum is

$$\tau=\frac32a^2+\frac{19}{4}a+1 .$$

The leading term is quadratic because a deeper hole has more wall to fill and also feeds its front more slowly. In the linear term, 4 comes from the mouth resistance while the wall fills, and $3/4$ from feeding the floor. Relative to the leading term the correction is $19/(6a)$. For $a=53.5$ the three terms are 4292, 254 and 1, total 4547, so the correction is 5.9% of the leading term. This percentage gives only the order of magnitude. The interpolation overstates $W$ at intermediate depths, and an error of a few percent in $W$ shifts the dose by nearly as much as the correction itself. With the exact transmission but the sharp front kept, the correction rises to a tenth of the leading term. The sharp front errs in the opposite direction, however. When it is dropped as well, in the ring calculation below with fine rings, nearly complete cover again needs a dose about 6% above the leading term. The two errors happen to cancel closely at this depth.

Since $J=P/\sqrt{2\pi mkT}$, the exposure at constant pressure is

$$Pt=s\sqrt{2\pi mkT}\left(\frac32a^2+\frac{19}{4}a+1\right).$$

For a model precursor of 100 g/mol at 500 K, $m=1.66\times10^{-25}$ kg and $kT=6.90\times10^{-21}$ J. The root is $8.49\times10^{-23}$ kg m/s, and multiplying by $s=4\times10^{18}$ m$^{-2}$ gives $3.40\times10^{-4}$ Pa s. The factor 4547 raises this to 1.54 Pa s, or 0.0116 Torr s. At 0.1 Torr the holes fill in 0.12 s.

### Stopping too early

If the dose ends early, the covered depth $x=z/d$ obeys $\tau=4x+\tfrac32x^2$. Completing the square,

$$x=\sqrt{\frac{2\tau}{3}+\frac{16}{9}}-\frac43\simeq\sqrt{\frac{2\tau}{3}}-\frac43 .$$

Half the full dose, $\tau=2273$, gives a leading value of 38.9 diameters, 73% of the depth. The first correction lowers this to 37.6 diameters, or 70%. Halving the dose thus leaves the lowest 30% of the wall bare in this sharp-front model.

## A calculation without the front assumption

The interpolation and the sharp front can both be removed numerically. Divide the wall into 160 equal rings and add the floor as one more element. Let element $i$ have area $A_i$, impact rate $I_i$ and vacant fraction $v_i$. A molecule binds with probability $\beta v_i$, where $\beta$ is the sticking probability on a vacant site. Then

$$A_iI_i=G_{i0}J+\sum_jG_{ij}(1-\beta v_j)I_j,\qquad \frac{dv_i}{d\tau}=-\beta v_i\frac{I_i}{J}.$$

Here $G_{ij}$ is the area of $j$ times the fraction of its cosine emission that flies directly to $i$, and $G_{i0}$ is the same quantity for the mouth. The linear equations are solved at each small step in $\tau$.

With an absorbing floor and filled walls, the rings give the transmission directly:

| $L/d$ | rings | $1/(1+3L/4d)$ |
|---|---|---|
| 2 | 0.357 | 0.400 |
| 10 | 0.109 | 0.118 |
| 53.5 | 0.0244 | 0.0243 |

The interpolation is 12% high at two diameters and about 7.5% high at ten. The close agreement in the last row is partly accidental, because the rings there are $\Delta=33$ nm wide and re-emit molecules from anywhere on their width.

The size of this error can be found. Let $h$ be the axial length of a flight. If emission per length is $\pi dI$, the net flow across a plane is $-\pi dI'\langle h^2\rangle/2$; comparison with $-\pi d^3I'/3$ gives $\langle h^2\rangle=2d^2/3$. Now write $h=(k+q)\Delta$, with $k$ whole and $0\le q<1$. From a random start within a ring, the molecule lands $k$ rings on with probability $1-q$, or $k+1$ with probability $q$. Its mean square hop between ring centres is

$$\Delta^2[k^2(1-q)+(k+1)^2q]=h^2+\Delta^2q(1-q).$$

If $q$ is evenly spread, the excess averages $\Delta^2/6$. Transport is overstated by the fraction $(\Delta^2/6)/(2d^2/3)=\Delta^2/4d^2$, about 3%. The deepest-hole numbers should be read with that uncertainty.

For $\beta=1$ the rings reach 99% cover at $\tau=4348$, which is 4% below the formula's dose for complete cover. About half of that difference is the last 1% of area, which costs the formula some 90 units of $\tau$; the rest, about 2%, is ring error: with 320 and 640 rings the 99% dose rises to 4439 and 4462, against the formula's 4459 for the same cover. At half the formula's dose the 160 rings give 71% cover and finer rings give 70%, the corrected estimate.

With $\beta=0.01$, at the same geometry, 99% cover needs $\tau=4615$, or 6% more than with $\beta=1$. A molecule then makes about $1/\beta$ flights over vacant wall before binding and spreads roughly $d\sqrt{2/(3\beta)}$, here 8 diameters. The front itself is wider than this: at half the full dose, cover falls from 90% to 10% over about 22 diameters, some 40% of the depth, and the floor itself is already about 10% covered. At this $\beta$ the dose for nearly complete cover thus changes little, but a dose stopped early leaves a gradual decline in cover and not a sharp edge. When the spread of 8 diameters grows to approach $L$, that is when $\beta a^2$ is no longer large, the front picture fails altogether. For the same hole, 99% cover needs $\tau\approx8100$ at $\beta=10^{-3}$ and about $4.9\times10^4$ at $\beta=10^{-4}$, or 1.25 s at 0.1 Torr. The filling time of 0.12 s therefore holds only for precursors that stick readily.

## Can the source keep up?

At 273.15 K and one atmosphere a mole of ideal gas fills $2.24\times10^4$ cm$^3$. The bound 47 $\mu$mol is therefore 1.05 standard cm$^3$ of vapour, or 4.7 mg at 100 g/mol. A steady source of 50 standard cm$^3$ per minute (sccm) needs

$$t_{\rm supply}=\frac{1.05}{50}\times60\ \text{s}=1.3\ \text{s},$$

even if every molecule binds. This is eleven times the filling time at 0.1 Torr. Holding 0.1 Torr over the wafer while the holes fill would take an average of 545 sccm for the bound vapour alone.

Both times are lower limits in this model: the first if no vapour is stored in advance, the second if the pressure never exceeds 0.1 Torr. Here the source sets the pace. The pressure then adjusts itself: an exposure of 0.0116 Torr s spread over 1.3 s means an average of about 0.009 Torr at the wafer.

This is the pressure at the wafer face, and the reactor may need more. The bound flux is $2.8\times10^{19}$ molecules on 0.0707 m$^2$ in 1.26 s, or $3.2\times10^{20}$ m$^{-2}$ s$^{-1}$. If the precursor must diffuse through nitrogen at 1 Torr, with a diffusivity near $10^{-2}$ m$^2$/s, each centimetre of gas needs a density difference of about $3\times10^{20}$ m$^{-3}$, or 0.02 Torr. Filling the holes in 0.12 s would need about 0.2 Torr per centimetre. The pressures in this section are therefore not reactor pressures unless the gas is well mixed down to the wafer.

The two limits scale differently. With $d$, $p$, pressure, temperature and source flow fixed, the supply time grows as $a$ and the filling time as $a^2$. Setting the leading terms equal, with $4\phi=99/53.5=1.85$,

$$\frac{0.116\ \text{s}}{4547}\,\frac32a^2=\frac{1.26\ \text{s}}{100}\,1.85\,a ,$$

gives $a\approx600$, where the two limits are equal. Both can act within one dose, however. Under steady supply the front descends at a constant rate, and the pressure needed to feed it grows roughly in proportion to its depth, so the final pressure is about twice the average. The limit of 0.1 Torr is therefore first reached in holes of about half that depth, $a\approx300$. In shallower holes, for these settings and a sharp front, more source flow shortens the dose and a higher pressure limit does not. With low sticking this fails near saturation: at $a=53.5$ the holes would need about 0.2 Torr to take up the full flow at 99% cover for $\beta=10^{-3}$, or at 99.9% cover for $\beta=0.01$. In deeper holes both help, and pressure matters more and more as the depth grows.

## What changes the 47 micromoles

**Film growth.** A film of thickness $t_f$ narrows each hole by $2t_f$. Top and floor both rise by $t_f$, so the depth stays the same. Apart from rounding at the rims,

$$E(t_f)=1+\frac{\pi(d-2t_f)L}{c}=1+99\left(1-\frac{2t_f}{d}\right).$$

After 5 nm, $E=90.1$ and the uptake is 42 $\mu$mol. The aspect ratio has meanwhile risen by $1/0.9$, and the leading exposure by $1/0.9^2$, or 23%. Later cycles bind less but need more exposure.

**Other surfaces.** A flat back face, if exposed, adds 1%. An unpatterned edge ring 3 mm wide leaves $(147/150)^2$ of the face patterned and lowers the uptake by 4%. Half a square metre of chamber wall with the same $s$ adds 7%.

**Unused vapour.** If half the vapour is pumped away, the supply must be 94 $\mu$mol.

## Beside a real wafer

The dimensions are illustrative and not those of a particular product. A few bound molecules per square nanometre is a typical order of magnitude, but the value depends on precursor, surface and temperature, and $n$ follows it in proportion. The assumption most clearly broken is that holes cover the whole face, since real chips also carry circuits without them. If holes of this kind covered half the face, $E$ would average $1+99/2=50.5$ and the uptake would fall to 24 $\mu$mol. Real holes also taper, which changes both wall area and transport. The figure of 47 $\mu$mol is thus a sound scale for a fully patterned wafer, while a particular product can differ from it by a factor of two or more.
